# Coherent Electron Reflection from Gaussian Roughness and from Layered Crystal Surfaces

Suppose that the specular electron beam from a growing film falls to 55 per cent of the value it had on the flat surface. Without a relation between intensity and roughness, this number cannot be turned into a height: the same drop could come from gentle roughness seen at a large angle or from strong roughness seen at a small one. Nor is it clear why the beam can rise and fall periodically while crystal layers fill. Both questions can be treated by averaging one phase factor over the surface heights, provided that continuous heights are kept apart from heights restricted to crystal planes.

Atomic units are used in the algebra. An electron of kinetic energy $E$ has wavenumber $k$ given by $k^2=2E+E^2/c^2$, the second term being relativistic. It strikes the surface at glancing angle $\theta$, measured from the surface plane. The outward normal is $z$, and the normal component of the wavevector has magnitude $k_z=k\sin\theta$. Specular reflection reverses it, so the normal momentum transfer is

$$q=2k_z=2k\sin\theta .$$

Consider first a flat crystal whose surface lies at height zero. Outside it, the normal part of the wave is

$$\psi_0(z)=e^{-ik_zz}+R\,e^{ik_zz},$$

where $R$ is the specular reflection amplitude. It contains whatever refraction, absorption and multiple scattering occur inside the crystal. If the whole crystal is raised by $h$, the shifted function $\psi_0(z-h)$ solves the shifted problem:

$$\psi_0(z-h)=e^{ik_zh}\left[e^{-ik_zz}+R\,e^{-2ik_zh}e^{ik_zz}\right].$$

Dividing by $e^{ik_zh}$ restores an incident wave of unit amplitude. Raising the crystal therefore changes $R$ to $R\,e^{-iqh}$, with the vacuum value of $q$. The inner potential affects $R$ but not this phase, because the path that changes lies in vacuum. A numerical solution of the Schrödinger equation for an absorbing slab, six layers thick and about 15 eV deep, confirms this: raising the slab by 0.7 Å gives the predicted phase factor to within $10^{-11}$, although multiple scattering is included in full and the slab reflects 13 per cent of the intensity.

Now let the height $h(\mathbf r)$ vary with lateral position $\mathbf r$. The central approximation is that each patch reflects as a flat crystal at its local height would, with the same $R$. This requires patches much wider than the shadows cast at glancing incidence, and slopes much smaller than $\theta$. It also requires patches much longer along the beam than $k/k_z^2$, however small the heights are: a patch of length $L$ diffracts with lateral transfers of order $1/L$, which change the square of the outgoing normal wavevector by about $2k/L$, and this must be small compared with $k_z^2$. The amplitude at lateral momentum transfer $\mathbf K$ from an illuminated area $S$ is then

$$A(\mathbf K)=R\int_S d^2r\,e^{-i\mathbf K\cdot\mathbf r}e^{-iqh(\mathbf r)} .$$

The specular direction is $\mathbf K=0$. A flat surface gives the intensity $|R|^2S^2$ there, which serves as the reference.

Assume that the surface is statistically homogeneous, so that the height has the same distribution $P(h)$ at every point. Averaging over surfaces gives

$$\langle A(0)\rangle=RS\,\chi(q),\qquad \chi(q)=\int_{-\infty}^{\infty}dh\,P(h)e^{-iqh}.$$

The coherent intensity is defined as $|\langle A\rangle|^2$, so its ratio to the flat value is $|\chi(q)|^2$. One large surface shows this ratio without any averaging over surfaces if distant heights are independent. To see this, write the variance of the amplitude as a double integral:

$$\langle|A(0)|^2\rangle-|\langle A(0)\rangle|^2=|R|^2\int_S\!\int_S d^2r\,d^2r'\left[C(\mathbf r-\mathbf r')-|\chi|^2\right],$$

with $C(\mathbf r-\mathbf r')=\langle e^{-iq[h(\mathbf r)-h(\mathbf r')]}\rangle$. At large separation the average factorizes and $C\to|\chi|^2$. If the bracket falls off fast enough to be integrable, the double integral grows as $S$, while $|\langle A\rangle|^2$ grows as $S^2$. The relative fluctuation then vanishes for a large area.

For a continuous Gaussian distribution of zero mean and root-mean-square width $w$,

$$P(h)=\frac{1}{\sqrt{2\pi}\,w}e^{-h^2/2w^2},\qquad \frac{dP}{dh}=-\frac{h}{w^2}P .$$

Differentiate $\chi$ with respect to $q$ and replace $hP$ by $-w^2\,dP/dh$:

$$\frac{d\chi}{dq}=-i\int dh\,hP\,e^{-iqh}=iw^2\int dh\,\frac{dP}{dh}e^{-iqh}.$$

Integration by parts has no boundary term, since $P$ vanishes at infinity. It moves the derivative to the exponential and gives $\int dh\,(dP/dh)e^{-iqh}=iq\chi$. Therefore

$$\frac{d\chi}{dq}=-w^2q\,\chi,\qquad \chi(0)=1,\qquad \chi(q)=e^{-q^2w^2/2}.$$

The condition $\chi(0)=1$ is the normalization of $P$. Squaring the amplitude doubles the exponent:

$$\boxed{\frac{I_{\rm coh}}{I_{\rm flat}}=e^{-q^2w^2}} .$$

A mean height $\mu$ multiplies $\chi$ by $e^{-iq\mu}$, which has unit modulus. A continuous Gaussian surface that rises at constant width thus gives a constant coherent intensity. It has no growth oscillations.

The Gaussian shape matters less when $q$ is small. For any distribution with the necessary moments, the logarithm of $\chi$ has the cumulant expansion

$$\ln\chi=-iq\kappa_1-\frac{q^2\kappa_2}{2}+\frac{iq^3\kappa_3}{6}+\frac{q^4\kappa_4}{24}+\cdots,$$

where $\kappa_1$ is the mean, $\kappa_2=w^2$, and $\kappa_4=\langle(h-\kappa_1)^4\rangle-3w^4$. Odd orders are imaginary and affect only the phase. Since $\ln|\chi|^2$ is twice the real part of $\ln\chi$,

$$\ln|\chi|^2=-q^2w^2+\frac{\kappa_4q^4}{12}+\cdots .$$

A surface half covered by one layer of height $d$ shows what the higher terms can do. Measured from the mean, its heights are $\pm d/2$, so $w=d/2$ and $|\chi|^2=\cos^2(qd/2)$. At small $q$ this begins as $1-q^2d^2/4=1-q^2w^2$, as it must. At $q=\pi/d$ it is zero, whereas the Gaussian formula with the same width gives $e^{-\pi^2/4}=0.085$.

The intensity lost from the coherent beam has not been absorbed. To find where it goes, one needs the joint distribution of two heights, which the coherent result did not require. Assume that the heights are jointly Gaussian with $\langle h(\mathbf r)h(\mathbf r')\rangle=w^2\rho(\mathbf r-\mathbf r')$, measured from the mean. Their difference is Gaussian with variance

$$\langle[h(\mathbf r)-h(\mathbf r')]^2\rangle=w^2+w^2-2w^2\rho=2w^2(1-\rho).$$

The average just derived applies with $w^2$ replaced by this variance. With $g=q^2w^2$,

$$C=e^{-g(1-\rho)}=e^{-g}+e^{-g}\left(e^{g\rho}-1\right).$$

The constant term is the coherent peak. The second term vanishes at large separation and gives a diffuse intensity $|R|^2S\,D(\mathbf K)$, where edge effects are neglected because the correlation length is small compared with the illuminated region:

$$D(\mathbf K)=e^{-g}\int d^2r\,e^{-i\mathbf K\cdot\mathbf r}\left(e^{g\rho(\mathbf r)}-1\right).$$

For $\rho=e^{-r^2/\xi^2}$, expand the exponential in powers of $\rho$. The $n$th power is a Gaussian $e^{-nr^2/\xi^2}$, whose two-dimensional Fourier transform is $(\pi\xi^2/n)e^{-K^2\xi^2/4n}$. Hence

$$D(\mathbf K)=e^{-g}\sum_{n=1}^{\infty}\frac{g^n}{n!}\frac{\pi\xi^2}{n}e^{-K^2\xi^2/4n}.$$

Integrating $D$ over $d^2K/(2\pi)^2$ picks out the value of its Fourier partner at $r=0$, where $\rho=1$. The result is $e^{-g}(e^g-1)=1-e^{-g}$. With $R$ taken as independent of $\mathbf K$, the coherent and diffuse fractions add to one: roughness redistributes the reflected intensity.

When $g$ is large, the coherent fraction is negligible and only small separations contribute to $C$. There $1-\rho\approx r^2/\xi^2$, so $C\approx e^{-gr^2/\xi^2}$ and

$$D(\mathbf K)\approx\frac{\pi\xi^2}{g}e^{-K^2\xi^2/4g}.$$

Each component of $\mathbf K$ has rms value $\sqrt{2g}/\xi=q(\sqrt2\,w/\xi)$. The factor in parentheses is the rms slope along one direction, because $\langle(\partial h/\partial x)^2\rangle=-w^2\,\partial^2\rho/\partial x^2|_0=2w^2/\xi^2$. A facet whose slope $\sigma$ is small compared with $\theta$ reflects with lateral transfer of magnitude close to $q\sigma$, so in this limit the diffuse spot is the geometrical reflection from a distribution of tilted mirrors.

At the centre of the specular spot, both parts are present:

$$\frac{\langle|A(0)|^2\rangle}{|R|^2S^2}=e^{-g}+\frac{D(0)}{S}.$$

This was tested on random periodic Gaussian surfaces with $g=1.3$ and $\xi$ equal to 6 pixels. The coherent factor is 0.2725. On squares of 64 by 64 pixels the simulated central intensity was $0.2867\pm0.0011$, against a prediction of 0.2867; on squares of 128 by 128 pixels it was $0.2766\pm0.0009$, against 0.2761. The uncertainties are standard errors. The predicted excess over the coherent factor falls fourfold when the area grows fourfold.

A crystal surface, however, does not offer a continuum of heights. Let its layers lie at $z=nd$, and let layer $n$ be exposed with probability

$$p_n=\frac{e^{-(nd-\mu)^2/2s^2}}{\sum_j e^{-(jd-\mu)^2/2s^2}} .$$

Here $\mu$ is the centre and $s$ the width of the parent Gaussian. The mean and rms height of the layers need not equal them. The phase average is now $\chi=\sum_np_ne^{-iqnd}$. Changing $q$ by $2\pi/d$ multiplies each term by $e^{-2\pi in}=1$, so $\chi$ is periodic in $q$. At $q=2\pi/d$ all layers scatter in phase and the roughness is invisible, in contrast to the continuous law.

To relate the two laws, use the Poisson summation formula

$$\sum_n f(nd)=\frac1d\sum_m\int dz\,f(z)e^{-iG_mz},\qquad G_m=\frac{2\pi m}{d},$$

which follows from the Fourier series of the periodic function $\sum_nf(z+nd)$ evaluated at $z=0$. For $f(z)=e^{-(z-\mu)^2/2s^2}e^{-iqz}$, each integral is the Gaussian average found above, with $q+G_m$ in place of $q$ and a common factor $\sqrt{2\pi}\,s$. That factor and $1/d$ cancel against the denominator of $p_n$, which is the same sum at $q=0$. Renaming $m$ as $-m$ gives

$$\chi(q)=\frac1Z\sum_m e^{-i(q-G_m)\mu}e^{-(q-G_m)^2s^2/2},\qquad Z=\sum_m e^{iG_m\mu}e^{-G_m^2s^2/2}.$$

The continuous law is the $m=0$ term with $Z=1$. For $0<q<\pi/d$ its largest competitor has $m=1$, and the ratio of their magnitudes is

$$\frac{e^{-(q-G_1)^2s^2/2}}{e^{-q^2s^2/2}}=\exp\left[-\frac{2\pi s^2}{d}\left(\frac{\pi}{d}-q\right)\right].$$

The continuous law is therefore good for a layered crystal when this ratio is small and $Z$ is close to one. Near $q=\pi/d$ it fails for any $s$, apart from chance agreement at particular values of $\mu$, because the two terms become equal in size. This is the antiphase condition, at which neighbouring layers contribute with opposite sign. The two terms then have phases $e^{-i\pi\mu/d}$ and $e^{i\pi\mu/d}$, whose sum is $2\cos(\pi\mu/d)$. Keeping only these two terms, which is accurate when the relative size of the next pair, $e^{-4\pi^2s^2/d^2}$, is small,

$$|\chi(\pi/d)|^2\approx\frac{4}{Z^2}\cos^2\!\left(\frac{\pi\mu}{d}\right)e^{-\pi^2s^2/d^2}.$$

As deposition moves $\mu$ upward by $d$ at fixed $s$, the intensity passes through one full oscillation. If $s$ grows slowly during deposition, the factor $e^{-\pi^2s^2/d^2}$ damps the oscillation. Once $s$ is about $d/2$ or more, so that $Z$ is close to one, the Gaussian attenuation survives as an envelope, while the oscillation in this model comes from the discreteness of the layers. The model assumes wide terraces that reflect independently. In real electron diffraction, multiple scattering in a partly filled layer can also make the intensity oscillate, even at $q=2\pi/d$, where this model predicts no oscillation. An observed oscillation therefore does not by itself confirm the model.

For numbers, take electrons of 15000 eV reflected from a growing chromium (001) film at $\theta=0.5^\circ$. The layer spacing is $d=1.4$ Å, a rough value for this surface, and $w=s=0.7$ Å (0.07 nm) is a round choice. The wavenumber is $k=63.205$ Å$^{-1}$, so

$$q=2(63.205)\sin0.5^\circ=1.103\ \text{Å}^{-1},\qquad qw=0.772,\qquad g=0.596 .$$

The continuous law gives a mean amplitude factor $e^{-g/2}=0.742$ and a coherent intensity factor $e^{-g}=0.551$. The remaining 0.449 is the diffuse fraction given by the sum rule, which holds $q$ fixed and counts every $\mathbf K$, including a small part that at this angle would lie below the horizon.

With discrete layers at the same angle, the factor is 0.627 for $\mu=0$ and 0.478 for $\mu=d/2$, about 14 per cent above and 13 per cent below the continuous value. The ratio formula explains the size: the $m=1$ amplitude is $e^{-2.51}=0.08$ of the $m=0$ amplitude, and it adds in the first case and subtracts in the second. Squaring $1\pm0.081$ gives changes of about 17 and 16 per cent, which the normalization $1/Z^2$ reduces to 14 and 13. Part of the change can also be read as a change of width, since the true rms height of the layers is 0.649 Å at $\mu=0$ and 0.749 Å at $\mu=d/2$. Putting these widths into $e^{-q^2w^2}$ gives 0.60 and 0.51, which accounts for somewhat more than half of each deviation. The rest reflects the non-Gaussian shape of the layer distribution.

The antiphase condition $q=\pi/d=2.244$ Å$^{-1}$ is reached at $1.017^\circ$. There the continuous law gives a steady 0.085. The layered surface gives 0.330 at $\mu=0$, 0.170 at $\mu=d/4$ and zero at $\mu=d/2$, where the contributions cancel in pairs by symmetry. Its average over $\mu$ through one layer is 0.167, nearly twice the continuous value, because $4\cos^2(\pi\mu/d)$ averages to 2. Steady deposition advances the mean height uniformly rather than $\mu$, and the average over the mean height is 0.156. Even the average intensity would therefore give a wrong width if the continuous law were used here.

A detector also collects some diffuse intensity. Let its half-acceptance be $\delta=0.5$ mrad in both directions. In the plane of incidence, this admits lateral transfers up to $a_x=k\delta\sin\theta$; across that plane the limit is $a_y=k\delta$. Integrating each Gaussian in $D$ over this rectangle, with $q$ held fixed, gives the collected fraction

$$F=e^{-g}\sum_{n=1}^{\infty}\frac{g^n}{n!}\,\mathrm{erf}\!\left(\frac{a_x\xi}{2\sqrt n}\right)\mathrm{erf}\!\left(\frac{a_y\xi}{2\sqrt n}\right).$$

For $\xi=1000$ Å (100 nm) at $0.5^\circ$, $F=0.0635$. If the whole coherent beam is also collected, the reading is $0.5509+0.0635=0.6144$. Taking this for the coherent factor gives an apparent width $\sqrt{-\ln0.614}/q=0.63$ Å, about 10 per cent below the value put in.

These parameters belong to reflection high-energy electron diffraction, where energies of roughly 10 to 30 keV and angles of a few degrees or less are usual. The angle of $0.5^\circ$ is at the low end, and a correlation length of 100 nm describes a rather smooth film. An angular spread of $\pm0.5$ mrad moves the coherent factor between 0.59 and 0.51. Thermal motion of rough rms size 0.1 Å would give a factor 0.988 if the vacuum $q$ applied to it, but the atoms move inside the potential: smearing the slab potential by this amount lowers its reflectivity by a factor 0.95. In this model that factor belongs to $R$ and cancels in the ratio to a flat surface at the same temperature. The rms slope is 0.11 of $\tan\theta$, which is tolerable. The length $k/k_z^2$ is 208 Å, only about a fifth of $\xi$. For a rough potential step of 15 eV treated to second order in $w$, the exponent $g$ is multiplied by 0.95 at $\xi=1000$ Å and by 1.28 at $\xi=100$ Å.

The assumption most at risk in real films is that of wide, independently reflecting patches. A single layer step casts a shadow of length $d/\tan\theta=160$ Å, about one sixth of $\xi$. The share of the surface hidden from the incoming or the outgoing beam also depends on how often steps occur. A smooth surface with these gentle slopes hides almost nothing. On a stepped surface the share is roughly the mean absolute slope along the beam divided by $\tan\theta$, which for Gaussian slopes is $\sqrt{2/\pi}\times0.113=0.09$. If this share were taken at random over the heights and contributed nothing to the coherent amplitude, the intensity would fall by a further factor $0.91^2=0.83$. The hidden parts lie on the lower terrace of each step, however, and removing them from stepped versions of this surface gives factors between about 0.85 and 0.92. These are geometrical estimates, and diffraction blurs the shadow of a step only 1.4 Å high. A film with more steps would lose more. Waves that pass through surface features also feel the inner potential. For a rough depth of 15 eV, the transfer inside is about 4.2 Å$^{-1}$, and using it in place of $q$ would reduce the factor to $2\times10^{-4}$. That figure greatly overstates the effect and is not a prediction for the film. When the correlation length is very short, the wave sees the laterally averaged potential, and a 15 eV step smoothed by a Gaussian of width 0.7 Å reflects 0.21 of the intensity of a sharp step, against 0.55 from the vacuum law. With terraces no wider than the shadows, a width obtained from $e^{-q^2w^2}$ has no secure meaning, and a dynamical calculation for the stepped surface is needed. The main computed values are collected in the numerical output below.

## Numbers as computed

```
INPUTS (rough or round)
electron energy: 15000 eV
glancing angle: 0.5 degrees
layer spacing d: 1.4 angstrom
rms width w = s: 0.7 angstrom
rms width w: 0.07 nm
correlation length xi: 1000 angstrom
correlation length xi: 100 nm
half-acceptance and beam spread: 0.5 mrad
inner potential: 15 eV
rms vibration: 0.1 angstrom
CONTINUOUS SURFACE
wavenumber k: 63.205 1/angstrom
normal transfer q: 1.1031 1/angstrom
q w: 0.7722
g = q^2 w^2: 0.5963
mean amplitude factor: 0.7422
coherent intensity factor: 0.5509
total diffuse fraction: 0.4491
LAYERED SURFACE, SAME ANGLE
intensity, mu = 0: 0.6267
intensity, mu = d/2: 0.4779
true rms height, mu = 0: 0.649 angstrom
true rms height, mu = d/2: 0.749 angstrom
ANTIPHASE CONDITION
q = pi/d: 2.2440 1/angstrom
glancing angle: 1.017 degrees
continuous intensity: 0.0848
layered intensity, mu = 0: 0.3297
layered intensity, mu = d/4: 0.1696
layered intensity, mu = d/2: 0.0000
layered average over one layer: 0.1672
NEGLECTED EFFECTS AT THE FIRST ANGLE
diffuse fraction in detector: 0.0635
width inferred if leak ignored: 0.633 angstrom
coherent factor, angle - spread: 0.5887
coherent factor, angle + spread: 0.5135
vibration factor: 0.9879
rms slope / tan(angle): 0.113
shadow of one layer step: 160 angstrom
inner momentum transfer: 4.175 1/angstrom
factor with inner transfer: 1.96e-04
SIMULATED SURFACES, g = 1.3
coherent factor exp(-g): 0.2725
64 x 64 pixels, central intensity: 0.2867 +/- 0.0011
  predicted with diffuse part: 0.2867
128 x 128 pixels, central intensity: 0.2766 +/- 0.0009
  predicted with diffuse part: 0.2761
slab test, reflectivity: 0.1321
slab test, phase error: 9.6e-12
```
